# Zero-failure lower bound on Weibull characteristic lifetime with known slope: verification in Python

```python
"""
Result under test: N devices with Weibull lifetimes, known slope beta, no
failure during a test of duration T. The lower bound on the characteristic
lifetime eta, with risk alpha (confidence 1 - alpha), is
    eta_L = T * (N / ln(1/alpha))**(1/beta).
Survival is exp(-(t/eta)**beta). Times are in hours.
The rule asserts eta >= eta_L after zero failures and nothing otherwise.
Device parameters are rough values typical of thin SiO2 gate oxides.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import binom

N, T, beta, alpha = 60, 1000.0, 1.5, 0.10
p_low = 1e-3                       # failure fraction of the percentile bound
thickness_nm, voltage, temperature = 2.5, 2.8, 398.0
beta_low, beta_high = 1.3, 1.7
voltage_power, voltage_error = 40.0, 0.010
activation_eV, temperature_error = 0.6, 2.0
thickness_sigma_nm, log_life_per_nm = 0.03, 10.0
defect_share = 0.01
target = 10000.0


def bound_formula(n, duration, slope, risk):
    return duration * (n / math.log(1 / risk)) ** (1 / slope)


def percentile_formula(n, duration, slope, risk, p):
    return duration * (-n * math.log1p(-p) / math.log(1 / risk)) ** (1 / slope)


def failure_probability(t, eta, slope):
    """Integral of the Weibull density from 0 to t."""
    def density(u):
        x = u / eta
        return slope / eta * x ** (slope - 1) * math.exp(-x ** slope)
    return quad(density, 0, t, epsabs=1e-12, epsrel=1e-10, limit=200)[0]


def bound_numeric(n, slope):
    """Root of (zero-failure probability) = alpha, from the density."""
    def mismatch(eta):
        return n * math.log1p(-failure_probability(T, eta, slope)) - math.log(alpha)
    return brentq(mismatch, 0.3 * T, 1000 * T)


def percentile_numeric(slope):
    eta = bound_numeric(N, slope)
    return brentq(lambda t: failure_probability(t, eta, slope) - p_low,
                  1e-6 * T, 5 * eta)


eta_L = bound_formula(N, T, beta, alpha)
t_p_L = percentile_formula(N, T, beta, alpha, p_low)

# Bound and percentile against root searches on the integrated density
assert abs(bound_numeric(N, beta) / eta_L - 1) < 1e-6
assert abs(percentile_numeric(beta) / t_p_L - 1) < 1e-6
survival_floor = alpha ** (1 / N)
assert abs(1 - failure_probability(T, eta_L, beta) - survival_floor) < 1e-8

# Coverage and sharpness from simulated lifetimes
rng = np.random.default_rng(12345)
trials = 100000
first_failure = rng.weibull(beta, size=(trials, N)).min(axis=1)  # units of eta


def false_claim_rate(true_eta, asserted):
    if true_eta >= asserted:
        return 0.0
    return float(np.mean(first_failure * true_eta > T))


def zero_failure_formula(eta):
    return math.exp(-N * (T / eta) ** beta)


noise = 4 * math.sqrt(0.25 / trials)   # four standard errors, at most
pass_at_bound = float(np.mean(first_failure * eta_L > T))
assert abs(pass_at_bound - alpha) < noise
for ratio in (0.7, 0.9, 1.1, 1.5):
    simulated = float(np.mean(first_failure * ratio * eta_L > T))
    assert abs(simulated - zero_failure_formula(ratio * eta_L)) < noise
    assert false_claim_rate(ratio * eta_L, eta_L) < alpha
rate_below = false_claim_rate(0.9 * eta_L, eta_L)
rate_too_bold = false_claim_rate(1.1 * eta_L, 1.2 * eta_L)
assert rate_too_bold > alpha + noise

# Slope sensitivity by finite differences of the numerical bounds
step = 1e-3


def log_slope_derivative(function):
    return (math.log(function(beta + step))
            - math.log(function(beta - step))) / (2 * step)


derivative_eta = -math.log(N / math.log(1 / alpha)) / beta ** 2
derivative_p = -math.log(-N * math.log1p(-p_low) / math.log(1 / alpha)) / beta ** 2
assert abs(log_slope_derivative(lambda b: bound_numeric(N, b)) - derivative_eta) < 1e-4
assert abs(log_slope_derivative(percentile_numeric) - derivative_p) < 1e-4
assert derivative_eta < 0 < derivative_p
# With two devices the bound lies below T and the sign is reversed
assert bound_numeric(2, beta) < T
assert log_slope_derivative(lambda b: bound_numeric(2, b)) > 0


# Sample size by explicit search
def devices_by_search(duration):
    survival = 1 - failure_probability(duration, target, beta)
    n = 1
    while survival ** n > alpha:
        n += 1
    return n


needed = {}
for duration in (T, T / 2):
    needed[duration] = devices_by_search(duration)
    formula = math.ceil(math.log(1 / alpha) * (target / duration) ** beta)
    assert needed[duration] == formula


# Posterior for a prior flat in eta**(-beta), integrated over x = eta/T
def posterior(x):
    return beta * x ** (-beta - 1) * math.exp(-N * x ** (-beta))


mass_below = quad(posterior, 0, eta_L / T, epsabs=1e-12)[0]
mass_above = quad(posterior, eta_L / T, math.inf, epsabs=1e-12)[0]
posterior_below = mass_below / (mass_below + mass_above)
assert abs(posterior_below - alpha) < 1e-6

# Neglected effects: uncertain slope
eta_beta_low, eta_beta_high = bound_numeric(N, beta_low), bound_numeric(N, beta_high)
tp_beta_low, tp_beta_high = percentile_numeric(beta_low), percentile_numeric(beta_high)
assert eta_beta_high < eta_L < eta_beta_low
assert tp_beta_low < t_p_L < tp_beta_high

# One undetected breakdown: rule that allows at most one failure
eta_one_missed = brentq(
    lambda eta: binom.cdf(1, N, failure_probability(T, eta, beta)) - alpha,
    0.3 * T, 1000 * T)
assert eta_one_missed < eta_L

# Actual stress milder than stated: conversion back to stated conditions
voltage_factor = ((voltage - voltage_error) / voltage) ** voltage_power
k_eV = constants.k / constants.e
temperature_factor = math.exp(activation_eV / k_eV
                              * (1 / temperature - 1 / (temperature - temperature_error)))
assert voltage_factor < 1 and temperature_factor < 1

# Thickness spread: eta = median * exp(spread * z), z standard normal
spread = thickness_sigma_nm * log_life_per_nm
nodes, weights = np.polynomial.hermite_e.hermegauss(60)
weights = weights / weights.sum()


def mean_survival(median, devices_sharing_z):
    hazard = (T / (median * np.exp(spread * nodes))) ** beta
    return float(weights @ np.exp(-devices_sharing_z * hazard))


eta_individual = brentq(lambda m: N * math.log(mean_survival(m, 1)) - math.log(alpha),
                        0.3 * T, 1000 * T)
eta_shared = brentq(lambda m: mean_survival(m, N) - alpha, 0.3 * T, 1000 * T)
assert eta_shared < eta_L < eta_individual
# Small failure probability: independent spread raises the bound by this factor
assert abs(eta_individual / eta_L / math.exp(beta * spread ** 2 / 2) - 1) < 0.01
shared_risk = mean_survival(eta_L, N)
lot_scale = np.exp(spread * rng.standard_normal(trials))
assert abs(np.mean(first_failure * eta_L * lot_scale > T) - shared_risk) < noise
assert shared_risk > alpha

# Early failures from defects: each defective device fails before T
defects = rng.binomial(N, defect_share, size=trials)
escape = (1 - defect_share) ** N
assert abs(np.mean(defects == 0) - escape) < noise
risk_with_defects = float(np.mean((first_failure * eta_L > T) & (defects == 0)))
assert risk_with_defects < alpha


def change(value, reference=eta_L):
    return 100 * (value / reference - 1)


print(f"Oxide thickness: {thickness_nm:.1f} nm")
print(f"Gate voltage: {voltage:.1f} V")
print(f"Gate voltage / thickness: {10 * voltage / thickness_nm:.1f} MV/cm")
print(f"Test temperature: {temperature:.0f} K")
print(f"Devices N: {N}")
print(f"Duration T: {T:.0f} h")
print(f"Weibull slope beta: {beta:.2f}")
print(f"Risk alpha: {alpha:.2f}")
print(f"ln(1/alpha): {math.log(1 / alpha):.4f}")
print(f"N/ln(1/alpha): {N / math.log(1 / alpha):.3f}")
print(f"eta_L/T: {eta_L / T:.3f}")
print(f"Bound eta_L: {eta_L:.0f} h")
print(f"Bound eta_L: {eta_L * constants.hour / constants.Julian_year:.3f} years")
print(f"eta_L by root search: {bound_numeric(N, beta):.0f} h")
print(f"Lower bound on S(T): {survival_floor:.4f}")
print(f"Upper bound on F(T): {100 * (1 - survival_floor):.2f} %")
print(f"Failure fraction p: {100 * p_low:.1f} %")
print(f"Bound on t_p: {t_p_L:.1f} h")
print(f"Simulated tests: {trials}")
print(f"Zero-failure rate at eta = eta_L: {pass_at_bound:.4f}")
print(f"False claims at eta = 0.9 eta_L: {rate_below:.4f}")
print(f"False claims, claim 1.2 eta_L, eta = 1.1 eta_L: {rate_too_bold:.4f}")
print(f"d ln(eta_L)/d beta: {derivative_eta:.3f}")
print(f"d ln(t_p bound)/d beta: {derivative_p:.3f}")
print(f"Target eta: {target:.0f} h")
print(f"Devices needed at {T:.0f} h: {needed[T]}")
print(f"Devices needed at {T / 2:.0f} h: {needed[T / 2]}")
print(f"Posterior mass below eta_L, flat prior: {posterior_below:.4f}")
print(f"eta_L for beta {beta_low}: {eta_beta_low:.0f} h ({change(eta_beta_low):+.1f} %)")
print(f"eta_L for beta {beta_high}: {eta_beta_high:.0f} h ({change(eta_beta_high):+.1f} %)")
print(f"t_p bound for beta {beta_low}: {tp_beta_low:.1f} h ({change(tp_beta_low, t_p_L):+.1f} %)")
print(f"t_p bound for beta {beta_high}: {tp_beta_high:.1f} h ({change(tp_beta_high, t_p_L):+.1f} %)")
print(f"One missed failure: {eta_one_missed:.0f} h ({change(eta_one_missed):+.1f} %)")
print(f"Voltage power-law exponent: {voltage_power:.0f}")
print(f"Voltage low by {voltage_error:.3f} V: {100 * (voltage_factor - 1):+.1f} %")
print(f"Activation energy: {activation_eV:.1f} eV")
print(f"Temperature low by {temperature_error:.0f} K: {100 * (temperature_factor - 1):+.1f} %")
print(f"Thickness standard deviation: {thickness_sigma_nm:.2f} nm")
print(f"d ln(eta)/d thickness: {log_life_per_nm:.0f} per nm")
print(f"Standard deviation of ln(eta): {spread:.2f}")
print(f"Independent spread, median bound: {eta_individual:.0f} h ({change(eta_individual):+.1f} %)")
print(f"Shared spread, median bound: {eta_shared:.0f} h ({change(eta_shared):+.1f} %)")
print(f"Zero-failure chance, shared spread, median eta_L: {shared_risk:.4f}")
print(f"Defective share: {100 * defect_share:.1f} %")
print(f"Chance that no defective device is sampled: {escape:.3f}")
print(f"Zero-failure rate at eta_L with defects: {risk_with_defects:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Oxide thickness: 2.5 nm
Gate voltage: 2.8 V
Gate voltage / thickness: 11.2 MV/cm
Test temperature: 398 K
Devices N: 60
Duration T: 1000 h
Weibull slope beta: 1.50
Risk alpha: 0.10
ln(1/alpha): 2.3026
N/ln(1/alpha): 26.058
eta_L/T: 8.789
Bound eta_L: 8789 h
Bound eta_L: 1.003 years
eta_L by root search: 8789 h
Lower bound on S(T): 0.9624
Upper bound on F(T): 3.76 %
Failure fraction p: 0.1 %
Bound on t_p: 87.9 h
Simulated tests: 100000
Zero-failure rate at eta = eta_L: 0.0991
False claims at eta = 0.9 eta_L: 0.0658
False claims, claim 1.2 eta_L, eta = 1.1 eta_L: 0.1347
d ln(eta_L)/d beta: -1.449
d ln(t_p bound)/d beta: 1.621
Target eta: 10000 h
Devices needed at 1000 h: 73
Devices needed at 500 h: 206
Posterior mass below eta_L, flat prior: 0.1000
eta_L for beta 1.3: 12280 h (+39.7 %)
eta_L for beta 1.7: 6806 h (-22.6 %)
t_p bound for beta 1.3: 60.5 h (-31.2 %)
t_p bound for beta 1.7: 117.0 h (+33.1 %)
One missed failure: 6162 h (-29.9 %)
Voltage power-law exponent: 40
Voltage low by 0.010 V: -13.3 %
Activation energy: 0.6 eV
Temperature low by 2 K: -8.5 %
Thickness standard deviation: 0.03 nm
d ln(eta)/d thickness: 10 per nm
Standard deviation of ln(eta): 0.30
Independent spread, median bound: 9376 h (+6.7 %)
Shared spread, median bound: 8076 h (-8.1 %)
Zero-failure chance, shared spread, median eta_L: 0.1261
Defective share: 1.0 %
Chance that no defective device is sampled: 0.547
Zero-failure rate at eta_L with defects: 0.0540
ALL CHECKS PASSED
```
